# Constant Interfacial Dopant Concentration During Parabolic Silicon Oxidation

**Q.** Oxidizing silicon is a moving-boundary problem. The interface advances, the dopant profile spreads, and the growth rate falls. Why should the dopant concentration at the interface do anything but drift?

**A.** Let me first fix the model. Silicon fills \(z>0\) at \(t=0\), with uniform dopant concentration \(C_b\) and no oxide on it. The oxide thickness obeys the purely parabolic law

\[
x(t)=\sqrt{Bt}.
\]

The coordinate \(z\) is fixed in the silicon crystal, and the interface is at \(z=s(t)\). Silicon atoms are conserved, so a column of unit area gives \(n_{\rm Si}s=n_{\rm ox}x\), where \(n_{\rm Si}\) and \(n_{\rm ox}\) are the silicon atom densities of crystal and oxide. Hence

\[
s=\alpha x,\qquad \alpha=\frac{n_{\rm ox}}{n_{\rm Si}}<1 .
\]

The dopant diffuses in silicon with a constant coefficient \(D\). The interface now moves as \(\sqrt t\), and diffusion also spreads the dopant over a length proportional to \(\sqrt t\). Their ratio,

\[
\lambda=\frac{s}{2\sqrt{Dt}}=\frac{\alpha\sqrt{Bt}}{2\sqrt{Dt}}=\frac{\alpha}{2}\sqrt{\frac BD},
\]

does not depend on time. The profile can therefore keep its shape while it stretches. Whether it does so depends on the interface condition.

**Q.** Then state that condition. What does segregation fix, and what does it leave open?

**A.** It fixes a ratio. With local equilibrium at the interface,

\[
m=\frac{C_s}{C_{\rm ox}},
\]

where \(C_s\) is the concentration on the silicon side and \(C_{\rm ox}\) that in the newly formed oxide. This leaves \(C_s\) itself open; conservation of dopant supplies the missing relation.

New oxide forms at the silicon interface and pushes the older oxide outward. With negligible diffusion in the oxide, each layer keeps the dopant it received. In unit time the oxide gains \(\dot x\,C_{\rm ox}=\dot x\,C_s/m\) per unit area.

For the silicon, choose a depth \(L\) so far below the interface that the gradient there vanishes. The lower limit of the integral moves, so

\[
\frac{d}{dt}\int_s^L C\,dz=-\dot s\,C_s+\int_s^L D\frac{\partial^2C}{\partial z^2}\,dz
=-\dot s\,C_s-D\left.\frac{\partial C}{\partial z}\right|_s .
\]

Silicon and oxide together neither gain nor lose dopant:

\[
-\dot s\,C_s-D\left.\frac{\partial C}{\partial z}\right|_s+\dot x\,\frac{C_s}{m}=0 .
\]

Since \(\dot x=\dot s/\alpha\), this becomes

\[
D\left.\frac{\partial C}{\partial z}\right|_s=R\,\dot s\,C_s,\qquad R=\frac{1}{\alpha m}-1 .
\]

**Q.** Check the sign for me. And why is the second term \(-1\), when segregation alone would suggest something that vanishes at \(m=1\)?

**A.** If \(R>0\), the concentration rises with depth. Diffusive flux is \(-D\,\partial C/\partial z\), so dopant flows toward the interface and the silicon there is depleted. That is right for an oxide that takes up more dopant than the consumed silicon releases.

The \(-1\) is that release: consuming a thickness \(ds\) of silicon frees \(C_s\,ds\). The oxide made from it has the larger thickness \(ds/\alpha\) and takes up \((C_s/m)\,ds/\alpha\). The two amounts are equal when \(\alpha m=1\). At \(m=1\) the concentrations on both sides are equal, but the oxide has more volume to fill, so it still draws dopant from the silicon.

**Q.** You now have a flux condition with a time-dependent rate \(\dot s\). How does that permit a constant \(C_s\)?

**A.** Try a profile that depends on one variable,

\[
C(z,t)=F(\eta),\qquad \eta=\frac{z}{2\sqrt{Dt}} .
\]

The derivatives are

\[
\frac{\partial C}{\partial t}=-\frac{\eta}{2t}F',\qquad
\frac{\partial C}{\partial z}=\frac{F'}{2\sqrt{Dt}},\qquad
\frac{\partial^2C}{\partial z^2}=\frac{F''}{4Dt}.
\]

The diffusion equation \(\partial C/\partial t=D\,\partial^2C/\partial z^2\) then reads, after multiplication by \(4t\),

\[
F''+2\eta F'=0 .
\]

Time has dropped out. The interface is at \(\eta=\lambda\), a fixed point. Its speed follows from \(s=2\lambda\sqrt{Dt}\):

\[
\dot s=\lambda\sqrt{\frac Dt}.
\]

Both the diffusive flux and \(\dot s\) fall as \(t^{-1/2}\), so this factor cancels from the interface condition. Finally, \(t\to0\) at fixed \(z>0\) and \(z\to\infty\) at fixed \(t\) both mean \(\eta\to\infty\), where \(F=C_b\). Every condition is free of time, and \(C_s=F(\lambda)\) is a constant.

**Q.** You have found a solution that is constant at the interface. Perhaps another solution, from the same initial state, is not.

**A.** Let \(w\) be the difference of two solutions. It obeys the diffusion equation and the same interface condition, because both are linear and homogeneous in \(C\). It vanishes at great depth, and \(\int|w|\,dz\) tends to zero as \(t\to0\), provided both solutions stay bounded and start from the same doping.

Split the silicon into intervals on which \(w\) keeps one sign. There \(|w|\) obeys the diffusion equation too. At an inner zero, \(|w|\) falls to zero from either side, so the end slopes can only reduce its integral. What remains is the interface:

\[
\frac{d}{dt}\int_s^\infty|w|\,dz\le-\dot s\,|w_s|-D\left.\frac{\partial|w|}{\partial z}\right|_s
=-\dot s\,|w_s|-R\,\dot s\,|w_s|=-\frac{\dot s\,|w_s|}{\alpha m}\le0 .
\]

A non-negative quantity that starts at zero and cannot grow stays zero. Two bounded solutions therefore coincide, for any positive \(m\). Boundedness is needed: there are also modes that obey both homogeneous conditions and vanish at every \(z>0\) as \(t\to0\), but they blow up at the interface and their \(\int|w|\,dz\) diverges, so they are unphysical.

**Q.** Good. Now find the constant.

**A.** The equation for \(F\) is first order in \(F'\), with solution \(F'=Ke^{-\eta^2}\). Integrating inward from \(\eta=\infty\),

\[
F(\eta)=C_b-K\int_\eta^\infty e^{-u^2}du=C_b-\frac{\sqrt\pi}{2}K\,{\rm erfc}\,\eta .
\]

Setting \(F(\lambda)=C_s\) gives

\[
K=\frac{2(C_b-C_s)}{\sqrt\pi\,{\rm erfc}\,\lambda},\qquad
C=C_b+(C_s-C_b)\frac{{\rm erfc}\,\eta}{{\rm erfc}\,\lambda}.
\]

The interface gradient is \(F'(\lambda)/(2\sqrt{Dt})\), that is,

\[
\left.\frac{\partial C}{\partial z}\right|_s=\frac{(C_b-C_s)\,e^{-\lambda^2}}{\sqrt{\pi Dt}\;{\rm erfc}\,\lambda}.
\]

Insert this and \(\dot s\) in the interface condition:

\[
\sqrt{\frac{D}{\pi t}}\;\frac{(C_b-C_s)e^{-\lambda^2}}{{\rm erfc}\,\lambda}
=R\,\lambda\sqrt{\frac Dt}\;C_s .
\]

Divide by \(\sqrt{D/t}\) and multiply by \(\sqrt\pi\,e^{\lambda^2}{\rm erfc}\,\lambda\):

\[
C_b-C_s=R\,g\,C_s,\qquad g(\lambda)=\sqrt\pi\,\lambda\,e^{\lambda^2}{\rm erfc}\,\lambda .
\]

Therefore

\[
\boxed{\;\frac{C_s}{C_b}=\frac{1}{1+\left(\dfrac{1}{\alpha m}-1\right)g(\lambda)}\;}
\]

The oxide concentration is \(C_s/m\), the same at every depth in the oxide, because each layer was formed at the same \(C_s\).

**Q.** For large \(m\) the bracket is negative. Can the denominator vanish?

**A.** No, and a rewriting of \(g\) shows why. Put \(u=\lambda+v\) in the integral for \({\rm erfc}\,\lambda\). Since \(\lambda^2-u^2=-v^2-2\lambda v\),

\[
g=2\lambda\int_0^\infty e^{-v^2-2\lambda v}\,dv
=\int_0^\infty \exp\left(-y-\frac{y^2}{4\lambda^2}\right)dy,\qquad y=2\lambda v .
\]

The integrand grows with \(\lambda\) and stays below \(e^{-y}\), whose integral is 1. So \(g\) rises from 0 to 1 without reaching 1 at finite \(\lambda\). Because \(R>-1\), the denominator is positive.

**Q.** What do the two ends of that range mean physically?

**A.** For slow growth, \(\lambda\to0\), we have \(g\approx\sqrt\pi\,\lambda\) and

\[
\frac{C_s}{C_b}\approx1-\sqrt\pi\,\lambda R .
\]

Diffusion levels the profile faster than the interface disturbs it. The formula needs both \(\lambda\ll1\) and \(\sqrt\pi\,\lambda|R|\ll1\). The second condition is the stricter one when the oxide takes up dopant strongly.

For fast growth, expand the second exponential factor and use \(\int_0^\infty y^2e^{-y}dy=2\):

\[
g\approx1-\frac{1}{2\lambda^2},\qquad \frac{C_s}{C_b}\to\frac{1}{1+R}=\alpha m .
\]

Then \(C_{\rm ox}\to\alpha C_b\). The oxide holds just the dopant of the silicon it replaced, diluted by the volume expansion. Since \(1+Rg\approx1/(\alpha m)-R/(2\lambda^2)\), this limit needs \(\lambda^2\gg|1-\alpha m|/2\) as well as \(\lambda\gg1\). For \(m=100\) and \(\lambda=5\), \(C_s\) reaches only 55 % of \(\alpha mC_b\).

**Q.** And the limits in \(m\), at fixed \(\lambda\)?

**A.** If \(m\to\infty\), the oxide rejects all dopant, \(R\to-1\), and

\[
\frac{C_s}{C_b}\to\frac{1}{1-g}.
\]

The pile-up stays finite because diffusion carries the rejected dopant into the crystal. If \(m\to0\), then \(R\approx1/(\alpha m)\) and \(C_s\to\alpha mC_b/g\), which vanishes. The oxide concentration does not: \(C_{\rm ox}\to\alpha C_b/g\). It exceeds \(\alpha C_b\) because diffusion feeds extra dopant from below.

**Q.** Let us have numbers.

**A.** Take the regime of boron-doped silicon in steam near 1373 K, with rough typical values: \(B=0.50\ \mu{\rm m^2/h}\), \(D=0.050\ \mu{\rm m^2/h}\), \(m=0.3\) and \(C_b=1.0\times10^{16}\ {\rm cm^{-3}}\). Atom densities of \(2.2\times10^{22}\) and \(5.0\times10^{22}\ {\rm cm^{-3}}\) give \(\alpha=0.44\). Then

\[
\lambda=0.22\sqrt{10}=0.696,\qquad g=0.651,\qquad R=\frac{1}{0.44\times0.3}-1=6.58,
\]

\[
\frac{C_s}{C_b}=\frac{1}{1+6.58\times0.651}=0.19 .
\]

So \(C_s=1.9\times10^{15}\ {\rm cm^{-3}}\), and the oxide holds \(6.3\times10^{15}\ {\rm cm^{-3}}\). The fast-growth limit would be \(\alpha m=0.13\). The slow-growth formula would need \(\lambda\ll1/(6.58\sqrt\pi)=0.086\), so it does not apply here.

For a phosphorus-like dopant, keep everything but set \(m=10\). Then \(R=-0.773\) and

\[
\frac{C_s}{C_b}=\frac{1}{1-0.773\times0.651}=2.0 .
\]

Complete rejection would give \(1/(1-0.651)=2.9\). Even at \(m=10\) the oxide's uptake matters, because the relevant number is \(\alpha m=4.4\), not 10. With \(m=1\) the ratio is 0.55, which is the depletion by volume expansion discussed above.

**Q.** All of this leans on the similarity form. What happens if one does not assume it?

**A.** The diffusion problem can be solved numerically from the uniform initial state, using only the growth law, the uptake \(\dot xC_s/m\) and conservation. At 0.01, 0.1, 1 and 4 h this gives \(C_s/C_b=0.1894\) for boron each time, and between 2.0114 and 2.0115 for the phosphorus-like case. The formula gives 0.1895 and 2.0110. Three further cases were tested: \(m=1\), \(m=1/\alpha\), and boron with \(D\) ten times smaller. Over all five, the largest deviation relative to the formula is \(2.4\times10^{-4}\).

**Q.** A constant surface concentration looks odd beside a steadily growing oxide that keeps taking boron. Where does the boron come from?

**A.** Partly from the consumed silicon and partly from a depleted zone that widens as \(\sqrt t\). After 1 h the oxide is \(0.707\ \mu{\rm m}\) thick and has consumed \(0.311\ \mu{\rm m}\) of silicon. Conservation requires

\[
sC_b+\int_s^\infty(C_b-C)\,dz=x\,\frac{C_s}{m}.
\]

The consumed silicon supplies \(3.11\times10^{11}\ {\rm cm^{-2}}\), and integration of the profile gives \(1.35\times10^{11}\ {\rm cm^{-2}}\) from the remaining silicon. Their sum agrees with the \(4.47\times10^{11}\ {\rm cm^{-2}}\) in the oxide, within rounding. About 30 % of the oxide's boron was thus drawn from silicon that has not been oxidized.

At 1 h the boron concentration is 52 % of the bulk value at \(0.1\ \mu{\rm m}\) below the interface, 87 % at \(0.3\ \mu{\rm m}\), and 99 % at \(0.6\ \mu{\rm m}\). At 4 h the same percentages of depletion occur twice as deep.

For the phosphorus-like dopant the balance has the other sign. The oxide holds \(0.707\times10^{-4}\ {\rm cm}\times2.01\times10^{15}\ {\rm cm^{-3}}=1.42\times10^{11}\ {\rm cm^{-2}}\), less than the \(3.11\times10^{11}\ {\rm cm^{-2}}\) released. The remaining \(1.69\times10^{11}\ {\rm cm^{-2}}\) is the pile-up in the silicon.

**Q.** Real oxidation does not start parabolically. The parabolic law even has an infinite initial rate.

**A.** The linear-parabolic law \(x^2+Ax=Bt\) removes that infinity. Differentiating it, and then completing the square, gives

\[
\dot x=\frac{B}{2x+A}=\frac{B}{2\sqrt{Bt+A^2/4}} .
\]

The parabolic rate returns when \(t\gg A^2/(4B)\). With a rough \(A=0.10\ \mu{\rm m}\), this time is 0.005 h, or 18 s. Well before it, \(x\approx Bt/A\), so the ratio \(s/(2\sqrt{Dt})\) grows as \(\sqrt t\) from zero instead of being constant, and \(C_s\) starts from \(C_b\). The numerical solution for boron gives \(C_s/C_b=0.31\) at 0.001 h, 0.203 at 0.01 h and 0.190 at 0.1 h. The shift from the constant value is still 4 % after one minute; at 1 h it is about 0.02 %, the size of the numerical error.

The same rate describes parabolic growth on an initial oxide of thickness \(A/2\), since \(x^2=A^2/4+Bt\) then has this derivative. A 50 nm starting oxide on uniformly doped silicon would therefore produce the same transient. For a much larger \(A\), as in slower surface reactions, the transient lengthens as \(A^2\) at fixed \(B\).

**Q.** So the constant is safe after a minute or so?

**A.** Not if \(D\) itself changes. Oxidation injects silicon interstitials, which speed up boron diffusion, and the injection weakens as growth slows. To size this, let the added part of \(D\) scale as the square root of the growth rate. Since \(\dot x\propto t^{-1/2}\), this means

\[
D(t)=D\left[1+0.5\left(\frac{t}{1\ {\rm h}}\right)^{-1/4}\right].
\]

The exponent and the factor 0.5 are illustrative. The interface no longer sits at a fixed multiple of the diffusion length, and \(C_s\) drifts. With purely parabolic growth, the numerical ratio falls from 0.222 at 0.01 h to 0.209 at 0.1 h, 0.201 at 1 h and 0.197 at 4 h. At 1 h it lies 6 % above the constant-\(D\) value. The direction agrees with the formula: a larger \(D\) lowers \(\lambda\) and \(g\), which brings \(C_s\) closer to \(C_b\).

**Q.** And the oxide? You set its diffusion to zero.

**A.** Take a rough oxide diffusivity \(D_{\rm ox}=4\times10^{-5}\ \mu{\rm m^2/h}\) for boron. The oxide is then 56 times thicker than \(2\sqrt{D_{\rm ox}t}\), and this ratio is also constant in time. If the outer surface removes all boron that reaches it, the lost fraction is

\[
\frac{1}{x}\int_0^x{\rm erfc}\left(\frac{y}{2\sqrt{D_{\rm ox}t}}\right)dy
\approx\frac{2\sqrt{D_{\rm ox}t}}{\sqrt\pi\,x}=\frac{1}{56\sqrt\pi}\approx1\,\% ,
\]

where \(y\) is the distance from the outer surface and \(\int_0^\infty{\rm erfc}\,q\,dq=1/\sqrt\pi\). The loss sits near that surface, far from the silicon interface. A diffusivity a hundred times larger would make the ratio 5.6 and the loss about 10 %, still concentrated on the outer side.

**Q.** How far, then, would you trust 0.19 for a real wafer?

**A.** The inputs are in the usual range for boron in steam near 1373 K, but they are rough, and the result is sensitive to the segregation coefficient. With all else fixed, \(m=0.2\) gives \(C_s/C_b=0.13\) and \(m=0.5\) gives 0.30, that is, 32 % below and 60 % above the value at \(m=0.3\). This outweighs the 6 % shift from enhanced diffusion at 1 h, but that figure rests on the illustrative factor 0.5; a factor of 2 would give 21 %. Halving or doubling \(B/D\) moves 0.19 to 0.22 or 0.17. The built-in electric field raises \(D\) by only 0.05 % at the bulk doping, for a rough intrinsic carrier density of \(10^{19}\ {\rm cm^{-3}}\); doping near that density would need a concentration-dependent \(D\). Departure from segregation equilibrium has not been sized, because that requires an interface transfer rate. For this example, if \(m\) lies between 0.2 and 0.5, I would trust strong boron depletion but not the digits of 0.19. With the stated \(B/D\), the mild enhancement above and times of order an hour, \(C_s\) lies between about a tenth and a third of the bulk value. At \(m=0.5\) the first minutes, a stronger enhancement or a smaller \(B/D\) carry it above a third. The numerical output below gives the values at finer resolution.

## Numbers as computed

```
silicon atom density, crystal = 5.0e+22 cm^-3
silicon atom density, oxide = 2.2e+22 cm^-3
alpha = 0.44; 1/alpha = 2.273 (dimensionless)
B = 0.50 um^2/h; D = 0.050 um^2/h
bulk doping Cb = 1.0e+16 cm^-3
m boron = 0.3; m phosphorus-like = 10.0
lambda = 0.6957; g = 0.6506
boron: 1/(alpha m) - 1 = 6.5758
boron: Cs/Cb = 0.1895; Cs = 1.895e+15 cm^-3
boron: oxide concentration = 6.315e+15 cm^-3
boron: fast-growth limit of Cs/Cb = 0.132
phosphorus-like: 1/(alpha m) - 1 = -0.7727
phosphorus-like: Cs/Cb = 2.0110; Cs = 2.011e+16 cm^-3
phosphorus-like: oxide concentration = 2.011e+15 cm^-3
phosphorus-like: fast-growth limit of Cs/Cb = 4.400
m = 1: Cs/Cb = 0.5470
direct numerical Cs/Cb:
  t = 0.01 h: boron 0.1894, phosphorus-like 2.0114
  t = 0.10 h: boron 0.1894, phosphorus-like 2.0115
  t = 1.00 h: boron 0.1894, phosphorus-like 2.0115
  t = 4.00 h: boron 0.1894, phosphorus-like 2.0115
largest relative error over all test cases = 2.4e-04
after 1 h: oxide = 0.7071 um; silicon consumed = 0.3111 um
  boron C/Cb at 0.1 um below interface, 1 h = 0.5175
  boron C/Cb at 0.3 um below interface, 1 h = 0.8672
  boron C/Cb at 0.6 um below interface, 1 h = 0.9901
boron from consumed silicon, 1 h = 3.111e+11 cm^-2
boron drawn from remaining silicon = 1.354e+11 cm^-2
boron held in oxide = 4.466e+11 cm^-2
neglected effects: A = 0.10 um; D enhancement at 1 h = 1.5 times
  t = 0.001 h: Cs/Cb with linear term 0.3065, with enhanced D 0.2428
  t = 0.010 h: Cs/Cb with linear term 0.2033, with enhanced D 0.2221
  t = 0.100 h: Cs/Cb with linear term 0.1902, with enhanced D 0.2087
  t = 1.000 h: Cs/Cb with linear term 0.1895, with enhanced D 0.2005
  t = 4.000 h: Cs/Cb with linear term 0.1894, with enhanced D 0.1973
shift at 1 h: linear term -0.00 %, enhanced D 5.84 %
oxide diffusivity = 4.0e-05 um^2/h
oxide thickness / diffusion length 2 sqrt(D_ox t) = 55.9
oxide dopant lost if outer surface is a sink = 1.01 %
intrinsic carrier density = 1.0e+19 cm^-3
field enhancement of D at bulk doping = 0.050 %
sensitivity: m = 0.2 gives Cs/Cb = 0.1292
sensitivity: m = 0.5 gives Cs/Cb = 0.3024
```
